Desorption flux and initial sticking probability from detailed balance

Suppose hydrogen atoms from a plasma recombine on a copper wall at 900 K, and the molecules are assumed to leave with the energy of a thermal flux at the wall temperature, 2kT = 0.155 eV. For the sticking curve used below, the mean is in fact 0.590 eV, so the translational energy carried into the gas is underestimated by nearly a factor of four. A second error arises when measured desorption energies are turned into sticking probabilities. If the flux is divided by the Maxwell distribution of molecules in a volume, instead of that of molecules crossing a plane, the inferred sticking acquires a false factor √E. Between 0.3 and 0.9 eV this makes it rise by a spurious factor √3 = 1.73.

Both errors are removed by relating desorption to adsorption at equilibrium. The algebra uses atomic units with Boltzmann's constant k kept, and β = 1/kT. E is the translational energy of a particle of mass m far from the surface, and θ is its angle from the surface normal. The initial sticking probability S0(E,θ;T) is the chance that a particle arriving at a nearly bare surface of temperature T becomes thermally adsorbed. It is averaged over azimuth and, with Boltzmann weights at T, over internal states.

Consider first a gas of number density n at temperature T. Its density in velocity space is

f(v) = n (βm/2π)^(3/2) exp(−βmv²/2).

In a time dt, particles of velocity v cross unit area of a plane if they lie within a height v cosθ dt of it. The flux therefore carries a factor v cosθ that the density lacks. With d³v = v² dv dΩ, E = mv²/2 and v dv = dE/m,

v³ dv = v² (v dv) = (2E/m)(dE/m) = 2E dE/m².

The flux arriving per energy and solid angle is then

J_in(E,θ) = n (βm/2π)^(3/2) (2E/m²) e^(−βE) cosθ.

Over the hemisphere ∫cosθ dΩ = π, and ∫₀^∞ E e^(−βE) dE = 1/β². The total is

J_eq = n (βm/2π)^(3/2) · 2π/(m²β²) = n/√(2πmβ) = p/√(2πmkT),

where the last step uses n = βp. Dividing by this total gives the normalized form

J_in(E,θ) = J_eq (cosθ/π) β²E e^(−βE).

Its mean energy is β²∫E² e^(−βE) dE = 2kT. The density distribution is proportional to √E e^(−βE) and has mean 3kT/2. Sampling thermal particles at random heights above a plane, and selecting those that cross it, gave 1.999 kT for the crossing particles and 1.500 kT for all of them.

Now let this gas be in equilibrium with the surface, and place a plane Σ just beyond the range of the surface forces. A point in phase space specifies the particle and all atoms of the solid. Two properties of equilibrium are needed: the weight e^(−βH) is constant along the motion, and it is unchanged when all momenta are reversed. The second requires time-reversal symmetry, so an external magnetic field or a magnetized surface needs separate treatment.

Let A be a region of deeply adsorbed states, chosen so that reversing momenta leaves it unchanged. Take all trajectories that cross Σ outward at (E,θ) and that visited A after their last previous crossing of Σ. Reversed, they cross Σ inward at (E,θ), apart from a rotation of azimuth, and reach A before returning to Σ. The mapping is one to one. The flux through Σ is weighted by e^(−βH) times the normal speed, which is the same for both sets. Hence the two fluxes are equal:

D_A(E,θ) = J_in(E,θ) S_A(E,θ).

Here S_A is the fraction of arriving particles that reach A before escaping. On Σ the particle and solid do not interact, so e^(−βH) factorizes, and the arriving particle meets a solid with a thermal distribution at T. Nothing was assumed about the number of bounces. For discrete internal states, reciprocity of quantum transition probabilities between time-reversed states takes the place of trajectory reversal, and each state enters with its Boltzmann weight.

Two steps lead from this equality to desorption into vacuum. Particles that would have arrived from the gas and returned without visiting A are simply absent. Of those that did enter A, a fraction ε would have left again before thermalizing, and these are absent too. If A is deep enough, ε is small, S_A approaches S0, and the rest of the outward flux comes from a thermal adsorbate. Its deep states remain thermally populated without the gas if relaxation is much faster than desorption. States near the escape energy can still be depleted, but the factor S0 already accounts for this. Under these conditions

D(E,θ) = J_eq (cosθ/π) β²E e^(−βE) S0(E,θ;T), J_eq = p_eq/√(2πmkT).

The pressure p_eq is the one that would be in equilibrium with the coverage present; it need not be the pressure in the chamber. The temperature in D is that of the surface. A gas at another temperature changes how many molecules arrive and stick, but it does not change this law for those that desorb.

Integrating over energy and angle gives the absolute rate per unit area for a simple adsorbate of areal density N with desorption rate constant k_d:

k_d N = J_eq ⟨S0⟩, ⟨S0⟩ = ∫∫ S0 β²E e^(−βE) (cosθ/π) dE dΩ.

A one-dimensional model tests both the balance and the separation of time scales. A particle moves in an attractive layer 12 kT deep, where it is struck by thermal atoms 15 times heavier. Sticking was found by following incident beams until the kinetic energy inside the layer fell below 4 kT. Desorption was found separately, by feeding the layer from thermal deep states with no gas outside. The sticking probability falls from 0.543 at E = 0.70 kT to 0.187 at 7.97 kT, yet at every exit energy the desorbing flux equals arriving flux times sticking within a relative tolerance of 10⁻⁷. This is the exact equality D_A = J_in S_A, and it holds equally for a shallow well; the separation of time scales is tested by the decay rate instead.

The slowest decay mode of the same layer, computed without defining any region A, has rate 9.0688×10⁻⁷ in the model's units. The balance formula gives 9.0696×10⁻⁷, and the next mode decays at 0.107, some 10⁵ times faster. The mean exit energy is 1.260 kT both for this mode and for the flux law, while density weighting gives 1.071 kT. These rates, means and sticking values belong to a coarse velocity grid whose lowest exit energy is 0.70 kT. In the continuum limit the rate is about 1.3×10⁻⁶, some 40% higher, the two means are about 0.90 and 0.45 kT, and the sticking at 7.97 kT is about 0.17. What matters here is the agreement of mode and law on the same grid and the difference between the weightings. For a well only 2 kT deep the mode rate and the balance formula differ by about 5%. When the bath was set to 2T while the deep states were kept at T, the balance failed by more than a factor of 100 at every exit energy. The balance therefore requires the solid and the adsorbate to share one temperature.

The relation can be inverted to obtain sticking from a measured desorption flux:

S0(E,θ) = π D(E,θ) e^(βE) / (J_eq β²E cosθ).

The shape of D gives S0 up to a constant; fixing the constant requires J_eq or one independent sticking value. The factor e^(βE) also magnifies noise and background at high energy.

The detector matters as well. An ionizer that responds to density records D/v, which is proportional to √E e^(−βE) S0 at fixed angle. Dividing that signal by the density law is correct, whereas mixing a flux signal with the density law, or the reverse, is not. For a short desorption pulse and a flight length L, E = mL²/(2t²) and |dE/dt| = mL²/t³. The density signal per unit arrival time is

s(t) ∝ D(E) (1/v) |dE/dt| ∝ t⁻² · t · t⁻³ e^(−βE) S0 = t⁻⁴ e^(−βE) S0.

The three powers come from the factor E in D, from 1/v = t/L, and from the change of variable.

The temperature dependence of thermal sticking contains the same information. Write ⟨S0⟩ = β²I, where I = ∫∫E e^(−βE) S0 (cosθ/π) dE dΩ. If S0 at given E and θ does not depend on T, then −d ln I/dβ is the mean energy of the desorbing particles, and −d ln β²/dβ = −2/β. Therefore

−d ln⟨S0⟩/dβ = ⟨E⟩_des − 2kT.

The activation energy of sticking is the mean energy of particles that stick, which equals that of particles that desorb, minus the mean energy of all that arrive. If S0 itself changes with surface temperature, the right side gains the term −⟨∂ln S0/∂β⟩_des.

For an activated process, a simple model lets only the normal energy x = E cos²θ count:

S0(x) = (S_m/2) {1 + erf[(x − E0)/w]}.

E0 is the central barrier, w its width and S_m the high-energy limit. With tangential energy y = E − x, the velocity element v_n dv_n · 2πv_t dv_t is proportional to dx dy, so the arriving flux is J_eq β² e^(−βx) e^(−βy) dx dy. The integral over y gives 1/β, and integration by parts gives

⟨S0⟩ = β∫₀^∞ e^(−βx) S0(x) dx = S0(0) + ∫₀^∞ e^(−βx) S0′(x) dx,

with S0′(x) = S_m/(w√π) exp[−(x−E0)²/w²]. Completing the square,

−βx − (x−E0)²/w² = −(x−x0)²/w² − βE0 + β²w²/4, x0 = E0 − βw²/2.

The remaining Gaussian integral from zero to infinity yields

⟨S0⟩ = (S_m/2)[1 − erf(E0/w)] + (S_m/2) e^(−βE0+β²w²/4) [1 + erf(x0/w)].

When x0 is well above w, the first term is negligible and the last bracket is close to 2. Then ln⟨S0⟩ = ln S_m − βE0 + β²w²/4, whose negative β-derivative at fixed w is x0. At fixed w the activation energy is therefore x0. If w grows with surface temperature, as fitted widths for H2 on copper do, the extra term above makes it larger: a slope of 10⁻⁴ eV/K raises it from 0.435 to 0.53 eV in the example below. In either case, with w taken at the surface temperature,

⟨E⟩_des ≈ E0 − w²/(2kT) + 2kT.

For a sharp barrier, w → 0, this becomes E0 + 2kT. For constant sticking there is no barrier term, and the thermal cosine flux with mean 2kT returns. If S0 falls with energy, the mean lies below 2kT. The approximation fails on cooling, when w²/(2kT) approaches E0: the average then rests on the extreme low-energy tail of the fitted curve, where the error function has no special authority.

Recombination adds the question of what p_eq means for adsorbed atoms. Let a fraction c of the sites be occupied by independent atoms, each with internal partition function q_a. Counting arrangements on M sites with N atoms gives M!/[N!(M−N)!] q_a^N, and its logarithmic derivative gives μ_a = kT ln{c/[(1−c)q_a]}. Measure energy from two adsorbed atoms in their ground states, and let Δ be the heat released when a molecule adsorbs at zero temperature. With internal partition function q_g and Λ = √(2πβ/m), the gas has μ_g = kT ln[nΛ³e^(βΔ)/q_g]. Setting μ_g = 2μ_a and using p = n/β,

p_eq = p0 [c/(1−c)]², p0 = q_g e^(−βΔ)/(βΛ³q_a²).

If a molecule needs two empty sites, its sticking is S0(1−c)². The blocking factors cancel, and the desorbing molecular flux is

J_des = ⟨S0⟩ p0 c²/√(2πmkT),

which is second order in coverage, as expected for independent atoms meeting in pairs.

Take a copper foil at 900 K in a hydrogen plasma, with kT = 0.0776 eV. The sticking parameters for molecules in their vibrational ground state are E0 = 0.60 eV, w = 0.16 eV and S_m = 0.25. Then w²/(2kT) = 0.0256/0.155 = 0.165 eV, so x0 = 0.435 eV. The exponent is −0.60/0.0776 + (0.16/0.0776)²/4 = −7.74 + 1.06 ≈ −6.67 (added before rounding), giving ⟨S0⟩ ≈ 0.25 e^(−6.67) = 3.2×10⁻⁴. The mean energy is 0.435 + 0.155 = 0.590 eV, equivalent to a thermal flux at about 3400 K, though the surface is at 900 K. Of this, 0.513 eV is normal energy and kT is tangential.

The flux is also focused forward. Per solid angle it falls to 0.171 of its normal value at 30° and to 0.009 at 45°. The first figure corresponds to cosθ to the power 12.3, which would give 0.014 at 45°, so a single cosine power does not describe the whole distribution. Along the normal, flux weighting gives a mean of 0.549 eV and density weighting 0.531 eV. The difference is small here because the barrier raises the mean energy well above the spread, so √E varies only modestly across the distribution.

For the absolute rate, take 0.5 Torr of H2 and 0.005 Torr of H near the foil, both at 900 K, atomic sticking of 0.5, Δ = 0.40 eV and 1.8×10¹⁵ sites per cm². Arrival rates are taken as p/√(2πmkT), so 0.005 Torr is the pressure of an isotropic gas with the same incoming flux of H. Because half of these atoms stick and do not return, the actual density of H at the foil is about a quarter lower. In steady state, if net loss of hydrogen into the foil is neglected, the atoms leaving as molecules balance those supplied by H and by dissociating H2. This gives J_des = 1.59×10¹⁸ cm⁻² s⁻¹ and c = 1.0×10⁻³. The corresponding p_eq is 6.1 Torr, well above the actual 0.5 Torr, because the plasma overfills the adsorbed layer. The ratio 0.5/6.1 = 0.082 is the share of adsorbed H supplied by H2. The mean residence time is c × 1.8×10¹⁵ cm⁻²/(2J_des) = 5.7×10⁻⁷ s, long compared with the picoseconds, roughly, in which adsorbate vibrations relax on a metal.

These values are rough and are meant to illustrate conditions such as plasma-assisted graphene growth on copper. Real foils are polycrystalline and partly covered by carbon, so one barrier distribution is an idealization whose error is not computed here. A change of w by −0.02 or +0.02 eV moves the mean energy to 0.629 or 0.546 eV, and about 5% of the flux comes from normal energies below 0.3 eV, where the sticking curve is least certain. If the first vibrational state lies 0.5 eV higher and has a barrier 0.3 eV lower, it adds 7% to the flux and lowers the mean translational energy by about 0.02 eV or less. Site blocking changes sticking by only 0.2%. An incoming atom that crosses 50 sites before thermalizing would meet about 0.05 adsorbed atoms. The plasma supplies 2 × 0.92 = 1.84 such atoms per desorbing molecule, so about 9% of the molecules could form in these encounters if each one led to reaction. This figure, like the coverage and the residence time, assumes one harmonic site per copper atom. Letting H move in a periodic potential with two hollows per copper atom raises all three by a factor of 2 to 3, and a change of 0.1 eV in Δ changes them by a factor of 1.9, so the share could exceed 20%. They fall outside the law, because they do not come from a thermal adsorbate. Finally, the estimated mean free path at 0.5 Torr is 0.58 mm, so the energetic desorption distribution can be expected to persist only over a distance of that order from the foil. The numerical output lists the remaining inputs.

Computed values

```
Plane crossings, sampled (units of kT)
 mean energy, crossing particles: 1.999 kT
 mean energy, resident particles: 1.500 kT
Kinetic model (1D, m = kT = layer thickness = 1)
 well depth 12 kT, bath mass 15 m
 sticking at E = 0.70 kT: 0.543
 sticking at E = 7.97 kT: 0.187
 decay rate, slowest mode: 9.0688e-07
 decay rate, detailed balance: 9.0696e-07
 next decay rate: 1.072e-01
 largest shape error below 8 kT: 4.2e-06
 mean exit energy, slowest mode: 1.260 kT
 mean exit energy, flux law: 1.260 kT
 mean exit energy, density law: 1.071 kT
H2 from copper foil, rough typical inputs
 temperature 900 K, kT = 0.0776 eV
 S0: barrier 0.60 eV, width 0.16 eV, max 0.25
 adsorption heat 0.40 eV per H2
 H mode 0.10 eV, H2 rotation 0.0075 eV
 H2 0.5 Torr, H 0.005 Torr, H sticking 0.5
 site density 1.8e+15 cm^-2
Results
 thermal sticking <S0>: 3.164e-04
 mean energy of desorbing H2: 0.590 eV
 same as temperature E/(2k): 3424 K
 mean normal energy: 0.513 eV
 mean energy of thermal flux 2kT: 0.155 eV
 activation energy of <S0>: 0.435 eV
 along normal, mean by flux: 0.549 eV
 along normal, mean by density: 0.531 eV
 false rise of S0, 0.3 to 0.9 eV: factor 1.732
 flux per solid angle at 30 deg / normal: 0.171
 flux per solid angle at 45 deg / normal: 0.009
 flux per solid angle at 60 deg / normal: 0.000
 cosine power from 30 deg: 12.27
 desorbing H2 flux: 1.588e+18 cm^-2 s^-1
 equilibrium pressure p_eq: 6.088e+00 Torr
 H coverage: 1.01e-03
 H residence time: 5.70e-07 s
Neglected or uncertain effects
 share of H supplied by H2: 0.082
 site blocking, 2 x coverage: 2.0e-03
 v=1 inputs: quantum 0.5 eV, barrier -0.3 eV
 v=1 flux / v=0 flux: 0.072
 hot atom meets H in 50 sites: 0.050
 mean energy, width 0.14 eV: 0.629 eV
 mean energy, width 0.18 eV: 0.546 eV
 flux share with normal energy < 0.3 eV: 0.050
 H2 diameter 0.27 nm, free path 0.58 mm
```
